# Debugging a numerical check: Diamagnetic inequality and the regulated vacuum energy of a charged scalar

```python
"""
Diamagnetic inequality and the regulated vacuum energy of a charged scalar.

Result under test: for H_A = (p - A)^2 with Dirichlet walls,
    |K_A(t;x,y)| <= K_0(t;x,y),   Tr exp(-t H_A) <= Tr exp(-t H_0),
and therefore E(A) >= E(0) for E = -int ds w(s) exp(-m^2 s) Tr exp(-s H_A), w >= 0.
Symbols: K_A heat kernel, A vector potential times charge, B field times charge,
m = 1 scalar mass, Lambda proper-time cutoff, hbar = c = 1.
Lengths are in 1/m, energies in m, B and H_A in m^2, proper time in 1/m^2.
"""
import numpy as np
import sympy as sp
from math import comb
from scipy.integrate import quad
from scipy.special import erfc, exp1

PI = np.pi

# ---- Short-time expansion of the chord-phase kernel, gauge with div A != 0 ----
x, y, a, c, u = sp.symbols("x y a c u", real=True)
Ax, Ay = x * y**2 + y, x**2 * y - x
f = x**3 * y + y**2 + x
shift = {x: x + u * a, y: y + u * c}
chord = -sp.integrate(sp.expand(a * Ax.subs(shift, simultaneous=True)
                                + c * Ay.subs(shift, simultaneous=True)), (u, 0, 1))
f_moved = f.subs({x: x + a, y: y + c}, simultaneous=True)


def step_generator(phase):
    """Coefficient of epsilon for Gaussian steps of variance 2*epsilon."""
    g = sp.exp(sp.I * phase) * f_moved
    return sp.expand((sp.diff(g, a, 2) + sp.diff(g, c, 2)).subs({a: 0, c: 0}))


def covariant(h, var, pot):
    return sp.diff(h, var) - sp.I * pot * h


minus_H_f = sp.expand(covariant(covariant(f, x, Ax), x, Ax)
                      + covariant(covariant(f, y, Ay), y, Ay))
assert sp.expand(step_generator(chord) - minus_H_f) == 0
div_A = sp.diff(Ax, x) + sp.diff(Ay, y)
endpoint_error = step_generator(-a * Ax - c * Ay) - minus_H_f
assert sp.expand(endpoint_error - sp.I * div_A * f) == 0 and div_A != 0

# ---- Cavity levels in a sine basis, side pi ----
nodes, weights = np.polynomial.legendre.leggauss(120)
nodes, weights = PI * (nodes + 1) / 2, PI * weights / 2


def cavity(nb, b, j, sign=-1):
    """Ax = b/(2j) sin jx cos jy, Ay = sign*b/(2j) cos jx sin jy.
    sign=-1: B = b sin jx sin jy; sign=+1: pure gauge, B = 0."""
    k = np.arange(1, nb + 1)
    phi = np.sqrt(2 / PI) * np.sin(np.outer(nodes, k))
    dphi = np.sqrt(2 / PI) * np.cos(np.outer(nodes, k)) * k
    s, co = np.sin(j * nodes), np.cos(j * nodes)

    def G(v):
        return phi.T @ ((weights * v)[:, None] * phi)

    def P(v):
        d = phi.T @ ((weights * v)[:, None] * dphi)
        return d - d.T

    amp = b / (2 * j)
    free = (k[:, None]**2 + k[None, :]**2).ravel().astype(float)
    H = np.diag(free).astype(complex)
    H += 1j * amp * (np.kron(P(s), G(co)) + sign * np.kron(G(co), P(s)))
    H += amp**2 * (np.kron(G(s**2), G(co**2)) + np.kron(G(co**2), G(s**2)))
    lam, vec = np.linalg.eigh(H)
    return lam, vec, free


def mode_energy(w, L):
    return w * erfc(w / L) - L / np.sqrt(PI) * np.exp(-(w / L)**2)


kz2 = np.arange(1, 41)**2.0


def energy(lam, L):
    return mode_energy(np.sqrt(1 + lam[:, None] + kz2), L).sum()


b_cav, nb = 4.0, 24
one = cavity(nb, b_cav, 1)
alt = cavity(nb, b_cav, 2)
gauge = cavity(nb, b_cav, 1, sign=1)
free = one[2]
shifts = {}
for name, data, j in (("one-signed", one, 1), ("zero-flux", alt, 2)):
    small = cavity(20, b_cav, j)
    for L in (2.0, 4.0):
        d = energy(data[0], L) - energy(free, L)
        d_small = energy(small[0], L) - energy(small[2], L)
        assert abs(d - d_small) < 1e-6 and d > 1e-4
        shifts[name, L] = d
    for t in (0.05, 0.1, 0.5, 1.0, 3.0):
        assert np.exp(-t * data[0]).sum() < np.exp(-t * free).sum()
gauge_shift = energy(gauge[0], 4.0) - energy(free, 4.0)
assert abs(gauge_shift) < 1e-6
assert one[0][0] > 2 and one[0][1] < 5   # lowest level rises, second one falls


# The same shift from the proper-time integral of the heat traces
def shift_integrand(logs):
    s = np.exp(logs)
    tr = np.exp(-s * one[0]).sum() - np.exp(-s * free).sum()
    return -s**-0.5 * np.exp(-s) * np.exp(-s * kz2).sum() * tr / (2 * np.sqrt(PI))


proper_shift = quad(shift_integrand, np.log(1 / 16), np.log(15), epsabs=1e-11, limit=200)[0]
assert abs(proper_shift - shifts["one-signed", 4.0]) < 1e-7


# ---- Pointwise kernel inequality and the three-point phase condition ----
def sine_table(pts):
    return np.sqrt(2 / PI) * np.sin(np.outer(pts, np.arange(1, nb + 1)))


def kernel(data, phi, t):
    psi = phi @ data[1]
    return (psi * np.exp(-t * data[0])) @ psi.conj().T


def free_kernel(phi, t):
    return (phi * np.exp(-t * free)) @ phi.T


n = 27
h = PI / (n + 1)
grid = h * np.arange(1, n + 1)
phi_grid = np.kron(sine_table(grid), sine_table(grid))
for data in (one, alt):
    for t in (0.1, 0.5):
        excess = np.abs(kernel(data, phi_grid, t)) - free_kernel(phi_grid, t)
        assert excess.max() < 1e-9
t_path = 0.5
K_spec = kernel(one, phi_grid, t_path)
K_free = free_kernel(phi_grid, t_path)
mid = (n * n) // 2
center_ratio = K_spec[mid, mid].real / K_free[mid, mid]

tx, ty = np.array([PI / 3, 2 * PI / 3, PI / 2]), np.array([PI / 3, PI / 3, 2 * PI / 3])
phi_tri = np.einsum("pi,pj->pij", sine_table(tx), sine_table(ty)).reshape(3, -1)


def triangle(K):
    return K[0, 1] * K[1, 2] * K[2, 0]


t_tri = 0.3
tri_free = triangle(free_kernel(phi_tri, t_tri))
tri_field = triangle(kernel(one, phi_tri, t_tri)) / tri_free
tri_gauge = triangle(kernel(gauge, phi_tri, t_tri)) / tri_free
assert abs(tri_gauge - 1) < 1e-6 and abs(tri_field - 1) > 0.01

# ---- Time-sliced path formula against the spectral kernel ----
X, Y = [v.ravel() for v in np.meshgrid(grid, grid, indexing="ij")]
dX, dY = X[:, None] - X[None, :], Y[:, None] - Y[None, :]
phase = np.zeros_like(dX)
gx, gw = np.polynomial.legendre.leggauss(4)
for r, w in zip((gx + 1) / 2, gw / 2):
    px, py = X[None, :] + r * dX, Y[None, :] + r * dY
    phase += w * b_cav / 2 * (dX * np.sin(px) * np.cos(py) - dY * np.cos(px) * np.sin(py))


def sliced_kernel(N):
    k = np.arange(1, n + 1)
    s = np.sqrt(2 / PI) * np.sin(np.outer(grid, k))
    K1 = (s * np.exp(-t_path / N * k**2)) @ s.T
    step = h**2 * np.kron(K1, K1) * np.exp(1j * phase)
    return np.linalg.matrix_power(step, N) / h**2


S16, S32 = sliced_kernel(16), sliced_kernel(32)
tr16, tr32 = [np.trace(S).real * h**2 for S in (S16, S32)]
tr_field, tr_free = np.exp(-t_path * one[0]).sum(), np.exp(-t_path * free).sum()
error_ratio = (tr16 - tr_field) / (tr32 - tr_field)
assert 1.7 < error_ratio < 2.3            # first-order convergence in 1/N
path_error = np.abs(2 * S32 - S16 - K_spec).max() / np.abs(K_free - K_spec).max()
assert path_error < 0.02                  # remaining higher-order slicing error

# ---- Sharp frequency cutoff: not of positive-weight form ----
w_field = np.sqrt(1 + one[0][:, None] + kz2).ravel()
w_free = np.sqrt(1 + free[:, None] + kz2).ravel()
cuts = np.linspace(4.003, 6.003, 401)
sharp = np.array([w_field[w_field < q].sum() - w_free[w_free < q].sum() for q in cuts])
assert sharp.min() < 0 < sharp.max()

# ---- Ring: flux through the hole, no field on the ring ----
ring_n = np.arange(-30, 31)


def ring(flux):
    return np.exp(-0.5 * (ring_n - flux)**2).sum()


assert ring(0.5) < ring(0) - 1e-3 and abs(ring(1.0) - ring(0)) < 1e-12

# ---- Regulator functions from their proper-time integrals ----
w0, L0, M0 = 2.0, 4.0, 4.0
cut_int = -quad(lambda s: s**-1.5 * np.exp(-s * w0**2), 1 / L0**2, 15,
                epsabs=1e-12, limit=200)[0] / (2 * np.sqrt(PI))
assert abs(cut_int - mode_energy(w0, L0)) < 1e-8
assert abs(mode_energy(3.0, 1e4) - mode_energy(2.0, 1e4) - 1) < 1e-3
pv_sum = sum((-1)**j * comb(3, j) * np.sqrt(w0**2 + j * M0**2) for j in range(4))
pv_int = -quad(lambda s: s**-1.5 * np.exp(-s * w0**2) * (-np.expm1(-s * M0**2))**3,
               0, 15, epsabs=1e-11, limit=300)[0] / (2 * np.sqrt(PI))
assert abs(pv_sum - pv_int) < 1e-7

# ---- Uniform field in open space ----
B, t_area = 2.0, 0.5
xa = B * t_area


def polygon_average(N):
    """Average of exp(i B area) over closed N-step Gaussian polygons."""
    i = np.arange(1, N)
    C = 2 * t_area * (np.minimum.outer(i, i) / N - np.outer(i, i) / N**2)
    S = 0.5 * (np.eye(N - 1, k=1) - np.eye(N - 1, k=-1))
    return np.linalg.det(np.eye(N - 1) + B**2 * C @ S @ C @ S.T)**-0.5


poly200, poly400 = polygon_average(200), polygon_average(400)
levels = B * (2 * np.arange(400) + 1)
landau_ratio = 4 * PI * t_area * B / (2 * PI) * np.exp(-t_area * levels).sum()
assert abs(2 * poly400 - poly200 - xa / np.sinh(xa)) < 1e-4
assert abs(landau_ratio - xa / np.sinh(xa)) < 1e-10


def remainder(z):
    """1 - z/sinh z - z^2/6, by series where subtraction loses digits."""
    if z < 0.2:
        return -7 * z**4 / 360 + 31 * z**6 / 15120 - 127 * z**8 / 604800
    return 1 - z / np.sinh(z) - z**2 / 6


def density(func, low):
    val = quad(lambda s: func(s) * np.exp(-s) / s**3, low, 1, epsabs=1e-14, limit=300)[0]
    val += quad(lambda s: func(s) * np.exp(-s) / s**3, 1, 60, epsabs=1e-14, limit=300)[0]
    return val / (16 * PI**2)


def deficit(s):
    return remainder(B * s) + (B * s)**2 / 6


uniform = density(deficit, 1 / L0**2)
dk = 0.02
k = np.arange(-2000, 2001) * dk
landau = B / (2 * PI) * mode_energy(np.sqrt(1 + levels[:, None] + k**2), L0).sum() * dk / (2 * PI)
vacuum = (k**2 * mode_energy(np.sqrt(1 + k**2), L0)).sum() * dk / (4 * PI**2)
assert abs(landau - vacuum - uniform) < 1e-8 and uniform > 0
charge_part = B**2 * exp1(1 / L0**2) / (96 * PI**2)
rest_cut = density(lambda s: remainder(B * s), 1 / L0**2)
rest_inf = density(lambda s: remainder(B * s), 0)
assert abs(charge_part + rest_cut - uniform) < 1e-9 and rest_inf < 0
Bw = 0.05
weak = density(lambda s: remainder(Bw * s), 0)
weak_formula = -7 * Bw**4 / (5760 * PI**2)
assert abs(weak / weak_formula - 1) < 3e-3   # next term is of relative order B^2
pv_uniform = density(lambda s: deficit(s) * (-np.expm1(-s * M0**2))**3, 0)
assert pv_uniform > 0

# ---- Report ----
print(f"cavity side = {PI:.6f} 1/m, peak field b = {b_cav:.1f} m^2")
print(f"transverse levels without field: {np.sort(free)[:3]} m^2")
print(f"levels, one-signed field: {np.round(one[0][:3], 5)} m^2")
print(f"levels, zero-flux field: {np.round(alt[0][:3], 5)} m^2")
print(f"heat-trace time t = {t_path} 1/m^2")
print(f"transverse heat trace, no field = {tr_free:.6f}")
print(f"transverse heat trace, one-signed field = {tr_field:.6f}")
print(f"transverse heat trace, zero-flux field = {np.exp(-t_path * alt[0]).sum():.6f}")
print(f"path-sliced trace, 16 slices = {tr16:.6f}")
print(f"path-sliced trace, 32 slices = {tr32:.6f}")
print(f"ratio of slicing errors 16/32 = {error_ratio:.3f}")
print(f"extrapolated path kernel, max error / max field effect = {path_error:.1e}")
print(f"kernel ratio K_A/K_0 at cavity center, t=0.5 = {center_ratio:.5f}")
print(f"three-point product ratio, t={t_tri}: modulus = {abs(tri_field):.5f}")
print(f"three-point product ratio: phase = {np.angle(tri_field):.5f} rad")
print(f"three-point product, pure gauge: |ratio-1| = {abs(tri_gauge - 1):.1e}")
for (name, L), d in shifts.items():
    print(f"cavity energy shift, {name}, Lambda={L:.0f} m: {d:.6f} m")
print(f"one-signed shift from heat traces, Lambda=4 m: {proper_shift:.6f} m")
print(f"pure-gauge energy shift, Lambda=4 m: {gauge_shift:.1e} m")
print(f"sharp cutoff: lowest shift = {sharp.min():.4f} m at cutoff {cuts[sharp.argmin()]:.3f} m")
print(f"sharp cutoff: highest shift = {sharp.max():.4f} m at cutoff {cuts[sharp.argmax()]:.3f} m")
print(f"ring trace (radius 1/m, t=0.5), flux 0, 1/2, 1 quanta: "
      f"{ring(0):.6f}, {ring(0.5):.6f}, {ring(1):.6f}")
print(f"uniform field B = {B:.1f} m^2, loop time = {t_area} 1/m^2, x = {xa:.1f}")
print(f"polygon phase average, 200 and 400 steps = {poly200:.6f}, {poly400:.6f}")
print(f"x/sinh x = {xa / np.sinh(xa):.6f}, Landau-level sum = {landau_ratio:.6f}")
print(f"uniform energy-density shift, Lambda=4 m: {uniform:.8f} m^4")
print(f"same from Landau levels: {landau - vacuum:.8f} m^4")
print(f"charge-renormalization part, Lambda=4 m: {charge_part:.8f} m^4")
print(f"remainder, Lambda=4 m: {rest_cut:.8f} m^4")
print(f"remainder, cutoff removed: {rest_inf:.8f} m^4")
print(f"weak field B = {Bw} m^2: remainder = {weak:.5e} m^4, B^4 law = {weak_formula:.5e} m^4")
print(f"Pauli-Villars (M = {M0:.0f} m) uniform shift = {pv_uniform:.8f} m^4")
print(f"one mode, omega = {w0:.0f} m: proper-time value = {mode_energy(w0, L0):.6f} m")
print(f"one mode, omega = {w0:.0f} m: Pauli-Villars value = {pv_sum:.6f} m")
print("finished without a failed check")
```

Output of this version:

```
Traceback (most recent call last):
  File "check.py", line 200, in <module>
    assert ring(0.5) < ring(0) - 1e-3 and abs(ring(1.0) - ring(0)) < 1e-12
                                          ^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^
AssertionError
```

The author's reading of the failure: The ring test demanded a flux effect larger than 0.001 at proper time 0.5, but on a ring of radius 1/m the flux acts only through paths that wind around the hole, and at that time their weight makes the true drop only about 3e-8. The inequality was right and the chosen time was wrong: the 0.001 threshold is unchanged but is now applied at proper time 3, where winding is common. The old time stays in the program with the requirement that the trace still falls, and at both times the level sum is now also compared with an explicit sum over winding numbers. No other test or tolerance is changed.

Repair:

```diff
@@ -190,13 +190,25 @@
 assert sharp.min() < 0 < sharp.max()
 
-# ---- Ring: flux through the hole, no field on the ring ----
+# ---- Ring of radius 1: flux through the hole, no field on the ring ----
 ring_n = np.arange(-30, 31)
 
 
-def ring(flux):
-    return np.exp(-0.5 * (ring_n - flux)**2).sum()
-
-
-assert ring(0.5) < ring(0) - 1e-3 and abs(ring(1.0) - ring(0)) < 1e-12
+def ring(flux, t):
+    """Heat trace from the levels (n - flux)^2."""
+    return np.exp(-t * (ring_n - flux)**2).sum()
+
+
+def ring_windings(flux, t):
+    """Heat trace from closed paths sorted by winding number."""
+    return np.sqrt(PI / t) * (np.exp(-(PI * ring_n)**2 / t)
+                              * np.cos(2 * PI * ring_n * flux)).sum()
+
+
+t_short, t_long = 0.5, 3.0
+for t in (t_short, t_long):
+    assert ring(0.5, t) < ring(0, t) and abs(ring(1.0, t) - ring(0, t)) < 1e-12
+    for flux in (0, 0.3, 0.5):
+        assert abs(ring(flux, t) - ring_windings(flux, t)) < 1e-12
+assert ring(0.5, t_long) < ring(0, t_long) - 1e-3
 
 # ---- Regulator functions from their proper-time integrals ----
@@ -288,6 +300,8 @@
 print(f"sharp cutoff: lowest shift = {sharp.min():.4f} m at cutoff {cuts[sharp.argmin()]:.3f} m")
 print(f"sharp cutoff: highest shift = {sharp.max():.4f} m at cutoff {cuts[sharp.argmax()]:.3f} m")
-print(f"ring trace (radius 1/m, t=0.5), flux 0, 1/2, 1 quanta: "
-      f"{ring(0):.6f}, {ring(0.5):.6f}, {ring(1):.6f}")
+print(f"ring trace (radius 1/m, t={t_long} 1/m^2), flux 0, 1/2, 1 quanta: "
+      f"{ring(0, t_long):.6f}, {ring(0.5, t_long):.6f}, {ring(1, t_long):.6f}")
+print(f"ring trace drop at half a quantum, t={t_short} 1/m^2: "
+      f"{ring(0, t_short) - ring(0.5, t_short):.2e}")
 print(f"uniform field B = {B:.1f} m^2, loop time = {t_area} 1/m^2, x = {xa:.1f}")
 print(f"polygon phase average, 200 and 400 steps = {poly200:.6f}, {poly400:.6f}")
```

After the repair:

```
cavity side = 3.141593 1/m, peak field b = 4.0 m^2
transverse levels without field: [2. 5. 5.] m^2
levels, one-signed field: [3.42242 3.87358 5.31947] m^2
levels, zero-flux field: [2.23953 5.29332 5.29332] m^2
heat-trace time t = 0.5 1/m^2
transverse heat trace, no field = 0.567482
transverse heat trace, one-signed field = 0.433574
transverse heat trace, zero-flux field = 0.505475
path-sliced trace, 16 slices = 0.455876
path-sliced trace, 32 slices = 0.444967
ratio of slicing errors 16/32 = 1.958
extrapolated path kernel, max error / max field effect = 1.9e-03
kernel ratio K_A/K_0 at cavity center, t=0.5 = 0.64859
three-point product ratio, t=0.3: modulus = 0.22771
three-point product ratio: phase = -1.95414 rad
three-point product, pure gauge: |ratio-1| = 1.1e-13
cavity energy shift, one-signed, Lambda=2 m: 0.037521 m
cavity energy shift, one-signed, Lambda=4 m: 0.152555 m
cavity energy shift, zero-flux, Lambda=2 m: 0.019954 m
cavity energy shift, zero-flux, Lambda=4 m: 0.114679 m
one-signed shift from heat traces, Lambda=4 m: 0.152555 m
pure-gauge energy shift, Lambda=4 m: 5.3e-15 m
sharp cutoff: lowest shift = -33.1343 m at cutoff 5.568 m
sharp cutoff: highest shift = 23.7972 m at cutoff 5.808 m
ring trace (radius 1/m, t=3.0 1/m^2), flux 0, 1/2, 1 quanta: 1.099586, 0.947075, 1.099586
ring trace drop at half a quantum, t=0.5 1/m^2: 2.68e-08
uniform field B = 2.0 m^2, loop time = 0.5 1/m^2, x = 1.0
polygon phase average, 200 and 400 steps = 0.853039, 0.851980
x/sinh x = 0.850918, Landau-level sum = 0.850918
uniform energy-density shift, Lambda=4 m: 0.00858320 m^4
same from Landau levels: 0.00858320 m^4
charge-renormalization part, Lambda=4 m: 0.00952803 m^4
remainder, Lambda=4 m: -0.00094483 m^4
remainder, cutoff removed: -0.00094852 m^4
weak field B = 0.05 m^2: remainder = -7.68373e-10 m^4, B^4 law = -7.69584e-10 m^4
Pauli-Villars (M = 4 m) uniform shift = 0.00709661 m^4
one mode, omega = 2 m: proper-time value = -0.798565 m
one mode, omega = 2 m: Pauli-Villars value = -0.627510 m
finished without a failed check
```
